# Peak Temperature of Thermally Stimulated Depolarization for Noninteracting Dopant-Vacancy Dipoles, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From site jumps to the peak temperature

A calculation of defect jumps in an ionic solid delivers an energy barrier. A depolarization measurement delivers the temperature of a current peak. The practical decision is whether a mismatch between the two calls for a new barrier, or whether the prefactor and the heating rate can account for it. In the example treated below, raising the barrier by 10 meV moves the peak by about 3 K, doubling the heating rate moves it by about 4 K, and a tenfold change of the relaxation-time prefactor moves it by about 14 K upward or 13 K downward. A barrier should therefore be compared with experiment through the peak condition, with the actual heating rate inserted.

The measurement has four steps. The sample is polarized by a field at a temperature where the dipoles turn readily. It is cooled with the field on until they are frozen. The field is removed and the electrodes are short-circuited. The sample is then heated at a constant rate while the current is recorded. As the dipoles regain their freedom, the polarization decays and the charge that it held on the electrodes flows through the external circuit.

### The dipole and its relaxation time

Consider a fluorite oxide in which a trivalent dopant replaces a tetravalent cation. An oxygen vacancy is bound to the dopant and occupies one of the eight oxygen sites around it. These sites are the corners of a cube of edge $a/2$, where $a$ is the lattice parameter. With the dopant at the origin, the vacancy sits at

$$\mathbf r=\frac a4(s_x,s_y,s_z),\qquad s_x,s_y,s_z=\pm1 .$$

Relative to the perfect crystal the vacancy has charge $+2e$ and the dopant has charge $-e$, where $e$ is the elementary charge. The pair thus has a net charge, and its dipole moment depends on the chosen origin. A change of moment during a jump does not. With the origin on the immobile dopant, the dopant contributes nothing, and

$$\mathbf p=2e\,\mathbf r,\qquad p=|\mathbf p|=2e\,\frac{\sqrt3\,a}{4}.$$

This is the moment of rigid ionic charges. Displacements of the surrounding ions are left out.

Let the vacancy jump along each cube edge at rate $w$. Each corner has three such neighbours. Jumps along face or body diagonals and jumps away from the dopant are excluded. With no field, the eight sites have equal energy, so forward and backward rates are equal. Write $s$ for a site and $s^{(\alpha)}$ for the site obtained by reversing component $\alpha$. The probability $f_s$ of finding the vacancy at $s$ obeys

$$\frac{df_s}{dt}=w\sum_{\alpha=x,y,z}\left(f_{s^{(\alpha)}}-f_s\right).$$

The first term counts arrivals and the second counts departures. To find how the mean component $\langle s_\beta\rangle=\sum_s s_\beta f_s$ changes, multiply by $s_\beta$ and sum over sites:

$$\frac{d\langle s_\beta\rangle}{dt}
=w\sum_\alpha\sum_s s_\beta\left(f_{s^{(\alpha)}}-f_s\right).$$

In the arrival term, rename the summed site by reversing component $\alpha$. This visits the same eight sites in another order, so

$$\sum_s s_\beta f_{s^{(\alpha)}}=\sum_s \left(s^{(\alpha)}\right)_\beta f_s .$$

If $\alpha\ne\beta$, the reversal leaves $s_\beta$ unchanged, and arrivals cancel departures. If $\alpha=\beta$, it turns $s_\beta$ into $-s_\beta$, and the bracket gives $-s_\beta-s_\beta=-2s_\beta$. Hence

$$\frac{d\langle s_\beta\rangle}{dt}=-2w\langle s_\beta\rangle .$$

The factor two appears because one jump reverses the component instead of merely removing it. The result holds for any initial site probabilities: other patterns of occupation may decay at other rates, but they do not enter the mean dipole. The dipole relaxation time is therefore

$$\tau=\frac1{2w}.$$

For an activated jump with constant prefactor, $w=w_0\exp(-E/kT)$, where $k$ is the Boltzmann constant and $E$ is the barrier for a jump between two sites next to the dopant. Then

$$\tau(T)=\tau_0\exp\left(\frac{E}{kT}\right),\qquad \tau_0=\frac1{2w_0}. \tag{1}$$

The energy $E$ is the reorientation barrier. It is neither the binding energy of the pair nor the barrier for escape from the dopant. If a calculation supplies $w_0$ for one edge jump, the factor two in $\tau_0$ must be kept. Other lattices and other jump networks change this factor, and they may give the dipole more than one relaxation time.

### The equation for the current

Let $P$ be the component of polarization normal to the electrodes, taken positive in the direction in which it was prepared. The dipoles are noninteracting: the jump rate of one pair does not depend on the orientation of the others. They are also identical and their number is fixed. Adding their mean moments gives

$$\frac{dP}{dt}=-\frac P\tau .$$

The short circuit keeps the mean field in the sample at zero, provided the electrodes make good contact. The relaxation thus leads to zero polarization. The electrode charge per area that balances $P$ falls as $P$ falls. Counting the released current density as positive,

$$J=-\frac{dP}{dt}=\frac P\tau . \tag{2}$$

If a gap at a contact or an open circuit leaves a field in the sample, that field also acts on the dipoles, and equation (2) no longer applies in this form.

The heating program is $T=T_0+bt$ with constant $b>0$. The temperature is uniform over the sample, and the jump rate is assumed to follow it without delay. Since $dT=b\,dt$,

$$\frac{dP}{dT}=\frac1b\frac{dP}{dt}=-\frac{P}{b\tau}. \tag{3}$$

### Locating the maximum

At low temperature $J$ is small because the dipoles barely turn. At high temperature it is small because little polarization remains. To find where the two influences balance, take the logarithm of equation (2), $\ln J=\ln P-\ln\tau$, up to constants that fix the units. This is permitted because $P$ and $\tau$ are positive. Differentiation and equation (3) give

$$\frac{d\ln J}{dT}=\frac1P\frac{dP}{dT}-\frac1\tau\frac{d\tau}{dT}
=-\frac1{b\tau}-\frac1\tau\frac{d\tau}{dT}.$$

A stationary current requires $b\,d\tau/dT=-1$. In words, the relaxation time must be shrinking by one second per second of heating. From equation (1),

$$\frac{d\tau}{dT}=\tau_0\exp\left(\frac{E}{kT}\right)\left(-\frac{E}{kT^2}\right)
=-\frac{E\tau}{kT^2}.$$

The minus sign comes from the derivative of $1/T$. Substitution yields

$$\frac{d\ln J}{dT}=\frac{E}{kT^2}-\frac1{b\tau}. \tag{4}$$

The first term is the relative growth of the jump rate per kelvin. The second is the relative loss of polarization per kelvin. Setting their difference to zero at $T=T_m$ gives the peak condition

$$\boxed{\tau(T_m)=\frac{kT_m^2}{bE}},\qquad
bE\tau_0\exp\left(\frac{E}{kT_m}\right)=kT_m^2. \tag{5}$$

The quantity $kT_m^2/E$ is a temperature interval. For $E\gg kT_m$, heating by this interval shortens the relaxation time by a factor close to $e^{1}$, the base of natural logarithms. Condition (5) says that the relaxation time at the peak equals the time needed to heat through that interval.

Neither the initial polarization nor the density of dipoles appears. Both multiply the whole curve by a constant. A stronger polarizing field gives a larger current but leaves the peak where it was, as long as the dipoles remain independent.

### One peak, and when it is seen

A stationary point could be a minimum, and there could be several. Define the dimensionless ratio

$$R(T)=\frac{bE\tau(T)}{kT^2}. \tag{6}$$

Equation (4) then reads

$$\frac{d\ln J}{dT}=\frac{R(T)-1}{b\tau(T)} .$$

The denominator is positive, so the sign of the slope is the sign of $R-1$. From equation (1), $\ln R$ equals a constant plus $E/kT-2\ln T$, and therefore

$$\frac{d\ln R}{dT}=-\frac{E}{kT^2}-\frac2T<0 .$$

As $T$ tends to zero from above, the exponential makes $R$ grow without bound. As $T$ grows without bound, $\tau$ tends to $\tau_0$ and $R$ tends to zero. A continuous function that falls steadily between these limits takes the value one at a single temperature. The current rises below it and falls above it, so the stationary point is a maximum.

The heating run must start below this temperature. Since $R$ decreases, that requirement is

$$R(T_0)>1,\qquad\text{or}\qquad bE\tau(T_0)>kT_0^2. \tag{7}$$

If it is not met, the current falls from the start. A maximum at the first data point is then a consequence of where the run began and must not be inserted into equation (5).

The ramp need not be perfectly steady for the local condition to hold. If the heating rate varies in time, differentiation of $\ln J$ with respect to time gives

$$\frac{d\ln J}{dt}=-\frac1\tau-\frac1\tau\frac{d\tau}{dt}
=-\frac1\tau+\frac{E}{kT^2}\frac{dT}{dt}.$$

The stationary condition is again equation (5), with $b$ replaced by the rate $dT/dt$ at that moment. The proof of a single peak does not carry over, because $R$ then depends on the heating history and may cross one several times.

### Solving for the peak temperature

Introduce $x=E/(kT_m)$. Then $T_m=E/(kx)$, and the second form of equation (5) becomes

$$bE\tau_0 e^x=k\left(\frac{E}{kx}\right)^2=\frac{E^2}{kx^2}.$$

Multiplying by $x^2$ and dividing by $bE\tau_0$ gives

$$x^2e^x=A,\qquad A=\frac{E}{kb\tau_0}. \tag{8}$$

Both sides are positive and $x>0$, so the positive square root is the relevant one: $xe^{x/2}=\sqrt A$. Halving both sides,

$$\frac x2e^{x/2}=\frac{\sqrt A}{2}.$$

The principal Lambert function $W$ is defined for a positive argument $z$ by $W(z)e^{W(z)}=z$ with $W(z)>0$. Hence

$$x=2W\left(\frac{\sqrt A}{2}\right),\qquad
T_m=\frac{E}{2k\,W(\sqrt A/2)}. \tag{9}$$

If no Lambert function is at hand, take the logarithm of equation (8). With $L=\ln A$,

$$F(x)=x+2\ln x-L=0,\qquad F'(x)=1+\frac2x=\frac{x+2}{x}.$$

Newton's rule, $x_{\rm new}=x-F/F'$, becomes

$$x_{\rm new}=x-\frac{x(x+2\ln x-L)}{x+2}
=\frac{x(L+2-2\ln x)}{x+2}. \tag{10}$$

A safe start for $L>1$ is $x=L-2\ln L$. It is positive because $\ln L/L$ is at most $1/e^{1}$, which is less than one half. It does not lie above the root, because there

$$F=2\ln\left(1-\frac{2\ln L}{L}\right)\le0 .$$

The function $F$ increases and is concave, so its tangent lies on or above it. The zero of the tangent therefore cannot pass the root, and the iteration approaches the root from below. If $L\le1$, then $x\le1$ and the thermal energy is at least as large as the barrier. The picture of rare activated jumps has failed before the solver becomes the concern.

Use one energy unit for $E$ and $kT$, one time unit for $\tau_0$ and $b$, and absolute temperature throughout. If $b$ is given in kelvin per minute, it must be divided by 60 before it meets a prefactor in seconds.

## Part 2. Current, heating rate and a worked case

The symbols carried over are the reorientation barrier $E$, the constant prefactor $\tau_0$, the relaxation time $\tau=\tau_0\exp(E/kT)$, the constant heating rate $b$, the starting temperature $T_0$, the polarization $P$ with initial value $P_0$, and the current density $J=P/\tau$. The peak lies at $T_m$, and $x=E/(kT_m)$. The results needed are

$$\tau(T_m)=\frac{kT_m^2}{bE}=\frac{T_m}{bx},\qquad
x^2e^x=\frac{E}{kb\tau_0}. \tag{11}$$

The run contains the peak if $R(T_0)=bE\tau(T_0)/(kT_0^2)>1$ and heating continues beyond $T_m$.

### Polarization left at the peak

Integrating $dP/dT=-P/(b\tau)$ from the start gives

$$P(T)=P_0\exp\left[-\frac{g(T)-g(T_0)}{b\tau_0}\right],\qquad
g(T)=\int_0^T e^{-E/kT'}dT'. \tag{12}$$

Set $u=E/(kT')$, so that $dT'=-E\,du/(ku^2)$. The lower limit becomes infinity and the upper limit becomes $y=E/(kT)$. The minus sign exchanges the limits, and the further substitution $u=yv$ gives

$$g(T)=\frac Ek\int_y^\infty\frac{e^{-u}}{u^2}du
=\frac{E}{ky}\int_1^\infty\frac{e^{-yv}}{v^2}dv=T\,E_2(y).$$

The last integral defines the exponential integral $E_2$; its subscript distinguishes it from the barrier. At the peak, equation (11) gives $b\tau_0e^x=T_m/x$, hence $T_m/(b\tau_0)=xe^x$. For a cold start, where $g(T_0)/(b\tau_0)$ is negligible, the remaining fraction is

$$\phi=\frac{P(T_m)}{P_0}=\exp\left[-xe^xE_2(x)\right]. \tag{13}$$

To see its size, put $v=1+q/x$ in the integral for $E_2$:

$$xe^xE_2(x)=\int_0^\infty\frac{e^{-q}}{(1+q/x)^2}dq
=1-\frac2x+\text{terms of order }\frac1{x^2}.$$

The integral is below one, so $\phi$ exceeds $e^{-1}$, and for large $x$ it is near $e^{-1}(1+2/x)$. More than a third of the polarization is still present at the peak. The peak current density is

$$J_m=\frac{P_0\phi}{\tau(T_m)}. \tag{14}$$

The area under $J$ plotted against time is the polarization released. If the curve is plotted against temperature, its area must be divided by $b$.

The barrier, prefactor and heating rate now fix a single peak temperature, and the polarization remaining there gives the peak current density. What remains is the width of the peak, the extraction of the barrier from measured peaks, a worked example and the size of the neglected effects.
